\section*{The Internal-Friction Plateau of Glasses from Relaxing Two-Level Systems, part 2}

Independent two-level systems (TLS) in a solid at temperature $T$, driven at angular frequency $\omega$, give internal friction $Q^{-1}$. For fast relaxation it reaches the plateau $\pi C/2$. This part examines the limits of that result.

A TLS has asymmetry $\Delta$, tunnel splitting $\Delta_0$ and level splitting $E=\sqrt{\Delta^2+\Delta_0^2}$. With constant $P$, their number density is
\begin{equation}
dN=P\,\frac{d\Delta\,d\Delta_0}{\Delta_0},\qquad \Delta>0,
\label{eq:dist}
\end{equation}
\begin{equation}
\frac{d\Delta\,d\Delta_0}{\Delta_0}=\frac{dE\,du}{u\sqrt{1-u^2}} .
\label{eq:jac}
\end{equation}
Strain $e$ (amplitude $e_0$; engineering strain for shear) shifts $\Delta$ by $2\gamma e$. In the energy basis, with Pauli matrices $S_x,S_z$,
\begin{equation}
H_{\rm int}=\gamma e\left(\frac{\Delta}{E}S_z-\frac{\Delta_0}{E}S_x\right).
\label{eq:Hint2}
\end{equation}
The occupation difference $s=\langle S_z\rangle$, with equilibrium value $s_{\rm eq}=-\tanh(E/2kT)$ and upward and downward rates $w_\uparrow,w_\downarrow$, obeys
\begin{equation}
\dot s=w_\uparrow(1-s)-w_\downarrow(1+s)
=-\frac{s-s_{\rm eq}}{\tau},\qquad
\frac1\tau=w_\uparrow+w_\downarrow .
\label{eq:rate}
\end{equation}
For density $\rho$, sound speed $v$ and polarizations $l,t$ (longitudinal, transverse), $C=P\gamma^2/(\rho v^2)$ and
\begin{equation}
\frac1\tau=\frac{u^2}{\tau_m},\quad u=\frac{\Delta_0}{E},\quad
\frac1{\tau_m}=\frac{E^3}{2\pi\rho\hbar^4}
\left(\frac{\gamma_l^2}{v_l^5}+\frac{2\gamma_t^2}{v_t^5}\right)\coth\frac{E}{2kT}.
\label{eq:tau}
\end{equation}
With $x=E/kT$,
\begin{equation}
\frac1{\tau_m}=AT^3x^3\coth\frac x2,\qquad
A=\frac{k^3}{2\pi\rho\hbar^4}
\left(\frac{\gamma_l^2}{v_l^5}+\frac{2\gamma_t^2}{v_t^5}\right).
\label{eq:A}
\end{equation}
\begin{equation}
\alpha=\frac{\omega}{AT^3},\qquad
a(x)=\omega\tau_m=\frac{\alpha}{x^3\coth(x/2)},
\label{eq:alpha}
\end{equation}
\begin{equation}
Q^{-1}=C\int_0^\infty dx\;{\rm sech}^2\frac x2\;I\bigl(a(x)\bigr),
\label{eq:again}
\end{equation}
\begin{equation}
I(a)=\frac12\int_0^1\frac{a\sqrt{1-w}}{w^2+a^2}\,dw
=\frac12\,{\rm Im}\int_0^1\frac{\sqrt{1-w}}{w-ia}\,dw ,
\label{eq:Iw}
\end{equation}
where $w=u^2$ and the Debye factor is $\omega\tau/(1+\omega^2\tau^2)$. For large $a$, $I\simeq1/(3a)$; for small $a$,
\begin{equation}
I(a)\simeq\frac\pi4-\frac a4\left(1+\ln\frac4a\right).
\label{eq:small}
\end{equation}
An extra distribution factor $u^\mu$, $|\mu|<2$, gives for $a\ll1$
\begin{equation}
I_\mu\simeq\frac{a^{\mu/2}}2\int_0^\infty\frac{y^{-\mu/2}}{1+y^2}\,dy
=\frac\pi4\,\frac{a^{\mu/2}}{\cos(\pi\mu/4)} .
\label{eq:tilt}
\end{equation}
The formula used there is $\int_0^\infty p^{c-1}/(1+p)\,dp=\pi/\sin\pi c$.

For work $W$ per cycle and volume, and modulus $M'+iM''$ with $M'\simeq\rho v^2$,
\begin{equation}
Q^{-1}=\frac{W}{2\pi\cdot\frac12M'e_0^2}=\frac{M''}{M'} .
\label{eq:Q}
\end{equation}

\subsection{Approach to the plateau}

The plateau is reached slowly, because at any temperature there are TLS with $E$ so far below $kT$ that even their fastest relaxation is slower than the drive. For small $x$, $\coth(x/2)\simeq2/x$ and
\begin{equation}
a\simeq\frac{\alpha}{2x^2},
\end{equation}
which exceeds 1 for $x\lesssim\sqrt{\alpha/2}$. The missing loss is
\begin{equation}
D=\int_0^\infty dx\;{\rm sech}^2\frac x2\left[\frac\pi4-I(a)\right].
\end{equation}
The region $x\sim\sqrt\alpha$ contributes an amount of order $\sqrt\alpha$. By \eqref{eq:small}, the region $x\sim1$ gives a correction of order $\alpha\ln(1/\alpha)$, which is smaller. To leading order one may therefore set ${\rm sech}^2=1$ and $a=\alpha/(2x^2)$. With $x=\sqrt{\alpha/2}\,y$,
\begin{equation}
D\simeq\sqrt{\frac\alpha2}\int_0^\infty dy\left[\frac\pi4-I(y^{-2})\right].
\label{eq:D}
\end{equation}
To evaluate this, write $\pi/4=\frac12\int_0^\infty a\,dw/(w^2+a^2)$ and subtract \eqref{eq:Iw}:
\begin{equation}
\frac\pi4-I(a)=\frac12\int_0^\infty\frac{a\,g(w)}{w^2+a^2}\,dw,\quad
g=\left\{\begin{array}{ll}1-\sqrt{1-w},&w<1\\1,&w>1.\end{array}\right.
\end{equation}
The integrand is positive, so the order of integration may be exchanged. With $a=y^{-2}$ and then $y=r/\sqrt w$,
\begin{equation}
\int_0^\infty\frac{y^{-2}\,dy}{w^2+y^{-4}}
=\int_0^\infty\frac{y^2\,dy}{1+w^2y^4}
=w^{-3/2}\int_0^\infty\frac{r^2\,dr}{1+r^4}
=\frac{\pi}{2\sqrt2}\,w^{-3/2}.
\end{equation}
The last integral follows from the formula below \eqref{eq:tilt} with $p=r^4$ and $c=3/4$. What remains is integrated by parts for $w<1$:
\begin{align}
\int_0^\infty g\,w^{-3/2}dw
&=\left[-\frac{2g}{\sqrt w}\right]_0^1
+\int_0^1\frac{dw}{\sqrt{w(1-w)}}+\int_1^\infty w^{-3/2}dw\nonumber\\
&=-2+\pi+2=\pi .
\end{align}
The boundary term vanishes at $w=0$ because $g\simeq w/2$ there. The $y$ integral in \eqref{eq:D} is thus $\frac12\cdot\frac{\pi}{2\sqrt2}\cdot\pi=\pi^2/(4\sqrt2)$, and $D\simeq\pi^2\sqrt\alpha/8$. Dividing by the full value $\pi/2$,
\begin{equation}
Q^{-1}\simeq\frac{\pi C}{2}\left(1-\frac\pi4\sqrt\alpha\right),\qquad \alpha\ll1 .
\label{eq:sqrt}
\end{equation}
The deficit is proportional to $\omega^{1/2}T^{-3/2}$. By this leading-order law, a deficit of 1\,\% requires $\alpha=(0.04/\pi)^2\simeq1.6\times10^{-4}$, so $\alpha<1$ alone does not ensure a flat plateau.

\subsection{Low-temperature limit}

When $\omega\tau_m\gg1$ for all thermal TLS, $I=1/(3a)$ and
\begin{equation}
Q^{-1}\simeq\frac{C}{3\alpha}\int_0^\infty x^3\coth\frac x2\,{\rm sech}^2\frac x2\,dx
=\frac{C}{3\alpha}\int_0^\infty\frac{2x^3}{\sinh x}\,dx ,
\end{equation}
because $\coth(x/2)\,{\rm sech}^2(x/2)=1/[\sinh(x/2)\cosh(x/2)]=2/\sinh x$. Expanding $1/\sinh x=2\sum_{j\ge0}{\rm e}^{-(2j+1)x}$ gives
\begin{equation}
\int_0^\infty\frac{x^3}{\sinh x}\,dx=12\sum_{j\ge0}\frac1{(2j+1)^4}
=12\cdot\frac{\pi^4}{96}=\frac{\pi^4}8 .
\end{equation}
Therefore
\begin{equation}
Q^{-1}\simeq\frac{\pi^4C}{12\,\alpha}=\frac{\pi^4CA}{12}\,\frac{T^3}{\omega}.
\label{eq:cold}
\end{equation}
Here relaxation is too slow to follow the strain, and the loss is proportional to the relaxation rate. The two limiting laws cross where $\pi^4/(12\alpha)=\pi/2$, that is at
\begin{equation}
\alpha=\frac{\pi^3}6,\qquad
T_\times=\left(\frac{6\,\omega}{\pi^3A}\right)^{1/3}.
\label{eq:cross}
\end{equation}
This temperature marks the bend in the curve. The friction there is still well below the plateau.

\subsection{Lowest tunnel splitting}

The distribution \eqref{eq:dist} cannot extend to $\Delta_0=0$, since the number of TLS would be infinite. Suppose it ends at $\Delta_{0,\min}=\delta\,kT$, with $\delta\ll1$ and $\delta^2\ll\alpha$. The removed TLS have $\omega\tau\gg1$, so their Debye factor is $1/(\omega\tau)=u^2x^3\coth(x/2)/\alpha$. With $u=\Delta_0/E$ and $\zeta=\Delta_0/kT$, $u^2x^3=\zeta^2x$. For nearly all of them $\Delta\simeq E$. The removed loss, divided by $C$, is
\begin{equation}
\int_0^\infty dx\,{\rm sech}^2\frac x2\int_0^\delta\frac{d\zeta}\zeta\,
\frac{\zeta^2x\coth(x/2)}{\alpha}
=\frac{\delta^2}{2\alpha}\int_0^\infty\frac{2x\,dx}{\sinh x}
=\frac{\pi^2\delta^2}{4\alpha},
\end{equation}
where $\int_0^\infty x\,dx/\sinh x=2\sum_{j\ge0}(2j+1)^{-2}=\pi^2/4$. As a fraction of the plateau this is
\begin{equation}
\frac\pi2\,\frac{\delta^2}\alpha
=\frac\pi2\left(\frac{\Delta_{0,\min}}{k}\right)^2\frac{AT}{\omega}.
\label{eq:cut}
\end{equation}
It grows with temperature and falls with frequency. At higher temperature all TLS relax faster, and those with $\omega\tau=1$ have smaller $\Delta_0$.

\subsection{Worked example}

Consider the shear mode of an oxide-glass resonator driven at 10\,kHz. The parameters are rough, round values in the regime of oxide glasses: $\rho=2.5$\,g/cm$^3$, $v_l=6.0$\,km/s, $v_t=3.5$\,km/s, $\gamma_l=1.0$\,eV, $\gamma_t=0.6$\,eV and $P=2\times10^{20}$\,eV$^{-1}$cm$^{-3}$.

The shear modulus is $\rho v_t^2=30.62$\,GPa. The product $P\gamma_t^2=7.2\times10^{19}$\,eV/cm$^3$ equals $0.01154$\,GPa, so
\begin{equation}
C=\frac{0.01154}{30.62}=3.77\times10^{-4},\qquad
\frac{\pi C}2=5.92\times10^{-4},
\end{equation}
or $Q\simeq1700$. Equation \eqref{eq:A} gives $A=5.21\times10^7$\,s$^{-1}$K$^{-3}$. At 1\,K,
\begin{equation}
\alpha=\frac{2\pi\times10^4}{5.21\times10^7}=1.21\times10^{-3}.
\end{equation}
The full integral \eqref{eq:again} gives, at fixed frequency:

\begin{center}
\begin{tabular}{ccc}
$T$ (K) & $Q^{-1}$ & $Q^{-1}/(\pi C/2)$\\
0.01 & $2.52\times10^{-6}$ & 0.004\\
0.05 & $1.32\times10^{-4}$ & 0.223\\
0.1 & $3.04\times10^{-4}$ & 0.514\\
0.2 & $4.53\times10^{-4}$ & 0.766\\
0.5 & $5.50\times10^{-4}$ & 0.930\\
1 & $5.76\times10^{-4}$ & 0.974\\
3 & $5.89\times10^{-4}$ & 0.995
\end{tabular}
\end{center}

The limiting laws cross at $T_\times=61.6$\,mK, yet the friction reaches only half the plateau near 0.1\,K and comes within 3\,\% of it at 1\,K. The square-root law \eqref{eq:sqrt} predicts a ratio of 0.973 at 1\,K. The $T^3$ law \eqref{eq:cold} predicts 0.0043 at 0.01\,K, in agreement with the full integral to the digits shown.

At a fixed temperature of 1\,K the ratio is 0.992, 0.974 and 0.922 at 1, 10 and 100\,kHz. Two decades of frequency therefore change the friction by about 7\,\%. Independence of frequency is a good approximation here, but not an identity.

The TLS that dominate the loss have $\omega\tau=1$, or $u^2=\omega\tau_m$. For $E=2kT$ at 1\,K,
\begin{equation}
\frac{\Delta_0}k=2\,{\rm K}\times\sqrt{\frac{\alpha\tanh1}{8}}=21.4\,{\rm mK}.
\end{equation}
At this level splitting $\Delta_0$ is about one hundredth of $E$, so these TLS are strongly asymmetric. By \eqref{eq:cut}, a lowest splitting of $\Delta_{0,\min}/k=2.77$\,mK would remove 1\,\% of the plateau at 1\,K.

\subsection{Effects left out, and their size}

\paragraph{Resonant absorption.} The term in $S_x$ in \eqref{eq:Hint2} lets a TLS with $E=\hbar\omega$ absorb the applied wave directly. For $e=e_0\cos\omega t$ the flip rate is $(2\pi/\hbar)(\gamma ue_0/2)^2\delta(E-\hbar\omega)$, and the occupation difference is $\tanh(\hbar\omega/2kT)$ if the drive does not disturb it. By \eqref{eq:jac}, the sum over $u$ contains $\int_0^1u\,du/\sqrt{1-u^2}=1$. The absorbed power per unit volume is
\begin{equation}
\mathcal P=P\,\hbar\omega\,\frac{2\pi}\hbar\,\frac{\gamma^2e_0^2}4\tanh\frac{\hbar\omega}{2kT}.
\end{equation}
Since $W=2\pi\mathcal P/\omega$, \eqref{eq:Q} gives
\begin{equation}
Q^{-1}_{\rm res}=\frac{\mathcal P}{\omega\cdot\frac12\rho v^2e_0^2}
=\pi C\tanh\frac{\hbar\omega}{2kT}.
\end{equation}
In the example this is $4.9\times10^{-7}$ of the relaxational loss at 1\,K and 1.1\,\% of it at 0.01\,K. These figures assume that the drive leaves the occupations undisturbed and that $\gamma e_0\ll\hbar\omega$. In the example the second condition means a strain far below $7\times10^{-11}$. For $E=\hbar\omega$, \eqref{eq:tau} gives a relaxation time of about 12 hours or longer at 1\,K, so even a weak drive can saturate these TLS. The interaction between TLS, of order $C\,kT$ as estimated below, is also larger than $\hbar\omega$, by a factor of about 8 at 0.01\,K and 800 at 1\,K, so these TLS are not isolated. The figures therefore give only the size of the unsaturated absorption in a model of independent TLS, and do not apply at ordinary strains.

\paragraph{Activated hopping.} At higher temperatures atoms cross the barrier by thermal activation, and the rate is no longer proportional to $\Delta_0^2$. For a rough estimate, take two joined parabolas, $U(X)=\frac12m\Omega^2(|X|-d)^2$, with barrier $U_0=\frac12m\Omega^2d^2$. The tunnel exponent is
\begin{equation}
\frac1\hbar\int_{-d}^{d}\sqrt{2mU}\,dX=\frac{m\Omega d^2}\hbar=\frac{2U_0}{\hbar\Omega}.
\end{equation}
Setting $\Delta_0\simeq\hbar\Omega\,{\rm e}^{-2U_0/\hbar\Omega}$ gives $U_0\simeq\frac12\hbar\Omega\ln(\hbar\Omega/\Delta_0)$, and the hopping rate is taken as $(\Omega/2\pi){\rm e}^{-U_0/kT}$. With a well quantum $\hbar\Omega=2$\,meV, the dominant TLS at 3\,K hop at a rate of order $10^{-6}\,\omega$, which is negligible. The rate equals $\omega$ near 6\,K. With a well quantum of 1\,meV, however, it would already reach $\omega$ near 3\,K. These rates are uncertain by one or two orders of magnitude: the exact splitting of the two parabolas, which has a prefactor of about 3, lowers the rate at 3\,K to $2\times10^{-8}\,\omega$ for 2\,meV and to $0.7\,\omega$ for 1\,meV, while measuring the barrier from the zero-point level raises it again. Since $U_0$ stands in an exponent and $\hbar\Omega$ is a rough choice, this means only that the plateau formula should not be trusted above a few kelvin.

\paragraph{Finite strain.} Linear response requires $2\gamma e_0\ll kT$. The two sides are equal at $e_0=3.6\times10^{-6}$ for 0.05\,K, and the limit rises in proportion to $T$. In the example at 1\,K, the rate equation \eqref{eq:rate} with instantaneous $E$ and $\tau$ lowers the friction by about 1\,\% for $2\gamma e_0=0.1\,kT$ and by about 4\,\% for $0.3\,kT$.

\paragraph{Small bodies.} The shear phonon with $E=2kT$ has a wavelength of 1.68\,$\mu$m at 0.05\,K, and the wavelength varies as $1/T$. In a thinner body the bulk mode density in \eqref{eq:tau} fails. This moves the low-temperature edge. The plateau value survives if the rate remains proportional to $\Delta_0^2$ and fast enough.

\paragraph{Coupling between TLS.} Two TLS at distance $R$ interact through the strain field with an energy of order $\gamma^2/(\rho v^2R^3)$. The density of thermal TLS is of order $PkT$, up to a logarithm, so $R^{-3}\sim PkT$ and the typical interaction is of order $C\,kT$. This is small beside $kT$. The estimate does not address collective or dephasing effects at very low temperature.

\subsection{Use for real resonators}

Low-temperature internal friction of roughly $10^{-4}$ to $10^{-3}$ is typical of many glasses, and the example lies in that range. None of its parameters is meant to be far from typical, but $C$ is proportional to $P\gamma^2$, so an error of 20\,\% in $\gamma$ changes the plateau by about 40\,\%. For a prediction, $C$ should come from a measurement on the same glass. A real resonator also breaks the assumption that TLS in the glass are the sole source of loss: clamps and metal films add their own. An added loss of $10^{-5}$, for instance, would raise the plateau of the example by 1.7\,\%. The polarization matters less here. For a longitudinal wave $C$ changes by the factor $(\gamma_l/\gamma_t)^2(v_t/v_l)^2=0.95$.

Reading $C=2Q^{-1}/\pi$ from a measured friction is justified when other losses have been subtracted, the strain is small, and the data lie well above $T_\times$ and below the onset of activated hopping. For the example with a well quantum of 2\,meV this means about 1 to 3\,K, where the finite-frequency deficit is at most 3\,\%, provided the splittings extend low enough. A smaller well quantum lowers the upper end of this range. At lower temperatures the full integral \eqref{eq:again} replaces the plateau formula, but only as far as one-phonon relaxation of independent TLS is the sole relaxation channel. The cold side is sensitive to this assumption: an additional rate $u^2BT$ with $B=10^5$\,s$^{-1}$K$^{-1}$, taken as an illustration, would raise the friction of the example by a factor of 2.6 at 0.01\,K, by 12\,\% at 0.05\,K and by 1\,\% at 1\,K. Measured friction of glasses at tens of millikelvin often falls more slowly than $T^3$, so a fit should not be extended there without checking the temperature law. The numerical output lists the parameters and main results of the example.

\section*{Numbers as computed}
\begin{verbatim}
density = 2.5 g/cm3
sound speeds long., shear = 6.0, 3.5 km/s
couplings long., shear = 1.0, 0.6 eV
TLS density P = 2.0e+20 1/(eV cm3)
drive frequency = 10 kHz
shear modulus rho*vt^2 = 30.62 GPa
tunnelling strength C (shear) = 3.767e-04
plateau pi*C/2 = 5.917e-04
rate constant A = 5.214e+07 1/(s K3)
alpha at 1 K = 1.205e-03
T (K), 1/Q, ratio to plateau, at 10 kHz:
   0.01  2.520e-06  0.0043
   0.02  1.816e-05  0.0307
   0.05  1.321e-04  0.2232
   0.10  3.043e-04  0.5143
   0.20  4.533e-04  0.7662
   0.50  5.500e-04  0.9295
   1.00  5.762e-04  0.9738
   2.00  5.861e-04  0.9905
   3.00  5.886e-04  0.9948
f (kHz), ratio to plateau, at 1 K:
      1  0.9915
     10  0.9738
    100  0.9219
square-root law, ratio at 1 K = 0.9727
T^3 law, ratio at 0.01 K = 0.00429
crossing of T^3 law and plateau = 61.6 mK
loss share from 0.1 < omega*tau < 10 = 87.3 %
dominant Delta0/k at 1 K, E=2kT = 21.4 mK
Delta0min/k that removes 1 % at 1 K = 2.77 mK
resonant/relaxational loss at 0.01 K = 1.13e-02
resonant/relaxational loss at 1.00 K = 4.93e-07
well quantum for hopping estimate = 2.0 meV
activated rate/omega at 3 K = 1.7e-06
activated rate equals omega at about 5.8 K
strain where 2*gamma*e = kT, 0.05 K = 3.6e-06
shear phonon wavelength, E=2kT, 0.05 K = 1.68 um
\end{verbatim}
